\section*{Hall sheet density of a layer with depth-dependent density and mobility, part 2}

A Hall measurement on a conducting layer yields a sheet density $n_H=1/(q|R_s|)$, which can differ from the true sheet density $N$ when the mobility varies with depth. The layer is uniform and isotropic in the $xy$ plane, $z$ is the depth below the top surface, $t$ is the thickness, and the magnetic field $B$ points along $+z$. The carriers have density $n(z)$, conductivity mobility $\mu(z)$, charge magnitude $q$ and a single sign, $s=+1$ for holes and $s=-1$ for electrons. The sheet Hall coefficient $R_s$ is $E_y$ divided by $B$ and by the sheet current along $x$, with no net current along $y$. In $\mu B$, which has no dimension, $\mu$ is in m$^2$/Vs and $B$ in tesla.

All depths share one in-plane field $\mathbf E$ far from side edges and current contacts, if the bottom of the layer blocks current. The Hall factor $r$ is defined by the weak-field Hall response of a slice, $r\,qn\mu^2\,dz$. For $r=1$ and any classical field,
\begin{equation}
S_1=\int_0^t\frac{n\mu}{1+\mu^2B^2}\,dz , \qquad
S_2=\int_0^t\frac{n\mu^2}{1+\mu^2B^2}\,dz . \label{eq:S}
\end{equation}
\begin{equation}
R_s=\frac{s}{q}\,\frac{S_2}{S_1^2+B^2S_2^2} , \qquad
n_H(B)=\frac{S_1^2+B^2S_2^2}{S_2} . \label{eq:finite}
\end{equation}
With the moments $M_k=\int n\mu^k\,dz$ and $N=M_0$, the weak-field limit is
\begin{equation}
n_H=\frac{M_1^2}{M_2} , \qquad \mu_H=\frac{M_2}{M_1} , \qquad G=qM_1 , \label{eq:recap}
\end{equation}
where $\mu_H$ is the Hall mobility and $G$ the sheet conductance. In this limit $n_H\le N$, with equality when all carriers have the same mobility. When $\mu B\gg1$ at every depth that holds carriers, $n_H(B)\to N$.

Currents that circulate between depths close near the side edges. Contacts on the top surface of a wide sample therefore read a Hall voltage with a fixed offset, whose relative size falls as the inverse of the sample width.

\subsection{Energies as parallel channels}

The unit Hall factor assumes that all carriers at one depth relax at the same rate. Suppose instead that the relaxation time $\tau(\varepsilon)$ depends on the kinetic energy $\varepsilon=mv^2/2$ in an isotropic band of mass $m$. Let $f_0$ be the equilibrium occupation, and write the first-order change as $\delta f=-f_0'\,m\mathbf v\cdot\mathbf u(\varepsilon)$, where the prime means $d/d\varepsilon$. This describes an energy shell displaced by a drift velocity $\mathbf u$. The steady Boltzmann equation is
\begin{equation}
sq\,\mathbf E\cdot\mathbf v\,f_0'+sq(\mathbf v\times\mathbf B)\cdot\frac{\partial\,\delta f}{\partial\mathbf p}=-\frac{\delta f}{\tau} . \label{eq:boltz}
\end{equation}
The magnetic force is normal to $\mathbf v$, so the derivative acts on the factor $m\mathbf v=\mathbf p$ alone. With $(\mathbf v\times\mathbf B)\cdot\mathbf u=-\mathbf v\cdot(\mathbf u\times\mathbf B)$, the second term is $+f_0'sq\,\mathbf v\cdot(\mathbf u\times\mathbf B)$. Division by $f_0'$, for every direction of $\mathbf v$, leaves
\begin{equation}
\frac{m\mathbf u}{\tau}=sq(\mathbf E+\mathbf u\times\mathbf B) . \label{eq:shell}
\end{equation}
Each shell obeys the drift law of a carrier with mobility $q\tau(\varepsilon)/m$.

The average of $\mathbf v(\mathbf v\cdot\mathbf u)$ over directions is $v^2\mathbf u/3$, and $mv^2/3=2\varepsilon/3$. With density of states $g\propto\varepsilon^{1/2}$, a shell therefore contributes to the current as if it held $\frac23\varepsilon g(-f_0')\,d\varepsilon$ carriers. Integration by parts turns the sum of these weights into $\int gf_0\,d\varepsilon=n$. The shells are parallel channels, with the average
\begin{equation}
\langle X\rangle_\varepsilon=\frac{\int X\,\varepsilon^{3/2}(-f_0')\,d\varepsilon}{\int\varepsilon^{3/2}(-f_0')\,d\varepsilon} . \label{eq:eav}
\end{equation}
The first moment of a slice contains $\mu=q\langle\tau\rangle_\varepsilon/m$, and the second contains $(q/m)^2\langle\tau^2\rangle_\varepsilon=r\mu^2$. Hence
\begin{equation}
r=\frac{\langle\tau^2\rangle_\varepsilon}{\langle\tau\rangle_\varepsilon^2} , \qquad
n_H=\frac{\left(\int n\mu\,dz\right)^2}{\int r\,n\mu^2\,dz} . \label{eq:r}
\end{equation}
In a strongly degenerate gas $-f_0'$ selects a narrow energy range, and $r$ tends to one.

Electrons in silicon occupy six ellipsoidal valleys, with longitudinal mass $m_l$ and transverse mass $m_t$. Take $B$ along a cubic axis and one $\tau(\varepsilon)$ for all valleys. To first order in $B$, a valley with masses $m_x$ and $m_y$ has
\begin{equation}
v_x=\frac{sq\tau}{m_x}E_x+\frac{q^2\tau^2}{m_xm_y}BE_y .
\end{equation}
Averaging over the three orientations gives $\frac13(1/m_l+2/m_t)$ in the first term and $\frac13(1/m_t^2+2/m_lm_t)$ in the second. The latter divided by the square of the former is the mass factor. Multiplying numerator and denominator by $m_l^2m_t^2$ gives, with $K=m_l/m_t$,
\begin{equation}
r_m=\frac{3(m_l^2+2m_lm_t)}{(2m_l+m_t)^2}=\frac{3K(K+2)}{(2K+1)^2} . \label{eq:mass}
\end{equation}
Rescaling the momenta makes each ellipsoid a sphere, so the energy weights are unchanged and the full factor is $r_m\langle\tau^2\rangle_\varepsilon/\langle\tau\rangle_\varepsilon^2$. For rough masses $m_l=0.92$ and $m_t=0.19$ electron masses, $r_m=0.87$. A factor below one raises $n_H$, so in degenerate $n$-type silicon the bound $n_H\le N$ can fail even though all carriers have one sign.

\subsection{How a small change moves the reading}

The following results are for $r=1$. From \eqref{eq:recap}, $\delta n_H/n_H=2\,\delta M_1/M_1-\delta M_2/M_2$. Adding $\delta N$ carriers of mobility $\mu_1$ changes the moments by $\mu_1\delta N$ and $\mu_1^2\delta N$. Since $M_2=\mu_HM_1$,
\begin{equation}
\frac{\delta n_H}{n_H}=\frac{\mu_1\,\delta N}{M_1}\left(2-\frac{\mu_1}{\mu_H}\right) . \label{eq:add}
\end{equation}
Extra carriers with $\mu_1>2\mu_H$ lower the Hall density. A change $\delta\mu$ at fixed $n$ gives $\delta M_1=\int n\,\delta\mu\,dz$ and $\delta M_2=2\int n\mu\,\delta\mu\,dz$, so that
\begin{equation}
\frac{\delta n_H}{n_H}=\frac{2}{M_1}\int n\,\delta\mu\left(1-\frac{\mu}{\mu_H}\right)dz . \label{eq:mob}
\end{equation}

\subsection{An implant above a conducting well}

The parameters are rough, in the regime of arsenic-implanted $n$-type silicon at 300 K. The chemical donor density is
\begin{equation}
C(z)=10^{17}+10^{21}\exp\left[-\frac{(z-20)^2}{2\times10^2}\right]\ \mathrm{cm^{-3}} , \label{eq:C}
\end{equation}
with $z$ in nm. The constant term is an $n$-type well that ends at 1000 nm, above a $p$-type substrate. Each active donor is taken to supply one electron at its own depth, so that $n$ is also the active donor density. Four active donors form one inactive cluster. Mass action makes the cluster density proportional to $n^4$, and conservation of donors becomes
\begin{equation}
C=n\left[1+\left(\frac{n}{n_c}\right)^3\right] , \qquad n_c=2\times10^{20}\ \mathrm{cm^{-3}} . \label{eq:cluster}
\end{equation}
At $n=n_c$ half of the donors are clustered. Any part played by electrons in the reaction is left out. The mobility, in cm$^2$/Vs, follows the smooth empirical form
\begin{equation}
\mu=60+\frac{1340}{1+(n/10^{17}\ \mathrm{cm^{-3}})^{0.7}} . \label{eq:mu}
\end{equation}
In the well, $\mu=60+1340/2=730$ cm$^2$/Vs. At the implant centre, Newton iteration of \eqref{eq:cluster} gives $n=2.76\times10^{20}$ cm$^{-3}$, and \eqref{eq:mu} gives 65 cm$^2$/Vs.

Adaptive quadrature over the full depth gives $N=9.47\times10^{14}$ cm$^{-2}$, $M_1=6.964\times10^{16}$ (V\,s)$^{-1}$ and $M_2=9.262\times10^{18}$ cm$^2$\,(V\,s)$^{-2}$. Therefore
\begin{equation}
n_H=\frac{(6.964\times10^{16})^2}{9.262\times10^{18}}=5.24\times10^{14}\ \mathrm{cm^{-2}} , \label{eq:num}
\end{equation}
which is 0.55 of the true density. The sheet resistance $1/(qM_1)$ is 90 ohm per square, and $\mu_H=133$ cm$^2$/Vs, against a carrier average of 74 cm$^2$/Vs.

The chemical sheet density is $2.46\times10^{15}$ cm$^{-2}$. The true active fraction is thus 39 percent, but taking $n_H$ for the active density gives 21 percent. Clustering has made 61 percent of the donors inactive, whereas the Hall reading suggests 79 percent.

The source of the shortfall is found by separating the well below 100 nm. Its 900 nm hold $10^{17}\times900\times10^{-7}=9.0\times10^{12}$ carriers per cm$^2$, about 1 percent of $N$. They contribute $9.0\times10^{12}\times730=6.6\times10^{15}$ (V\,s)$^{-1}$, or 9 percent of $M_1$. A second factor of 730 gives $4.8\times10^{18}$ cm$^2$\,(V\,s)$^{-2}$, or 52 percent of $M_2$. Without this part, the top 100 nm has $N=9.38\times10^{14}$ cm$^{-2}$ and $n_H=8.91\times10^{14}$ cm$^{-2}$, a shortfall of 5 percent. For these parameters most of the shortfall of $n_H$ below $N$ comes from the well.

The strong-field limit of the whole layer is out of practical reach. At 65 cm$^2$/Vs, or 0.0065 m$^2$/Vs, the condition $\mu B=1$ requires about 150 T, and the limit lies well above that. The reading approaches $N$ sooner, because most of the implant's carriers have nearly the same mobility and the well is the main source of the shortfall. The well reaches $\mu B=1$ near 14 T. There the factor $1/(1+\mu^2B^2)$ in \eqref{eq:S} halves its contribution to both integrals, so tens of tesla already remove much of its excess weight: \eqref{eq:finite} gives $n_H/N=0.770$ at 20 T and 0.855 at 30 T, against 0.553 at weak field.

\subsection{Removing the layer slice by slice}

Suppose that $G$ and $R_s$ are measured before and after a slice of thickness $\Delta z$ is etched away, with the rest of the profile unchanged. From \eqref{eq:recap}, $|R_s|=M_2/(qM_1^2)$, hence $|R_s|G^2=qM_2$. If the mobility varies little within the slice, the losses are $\Delta M_1=n\mu\Delta z$ and $\Delta M_2=n\mu^2\Delta z$. The mobility cancels in
\begin{equation}
n=\frac{(\Delta M_1)^2}{\Delta M_2\,\Delta z}
=\frac{(\Delta G)^2}{q\,\Delta z\,\Delta(|R_s|G^2)} . \label{eq:strip}
\end{equation}
For the slice from 44 to 46 nm, moments computed by Gaussian quadrature for the two remaining layers give $4.39\times10^{19}$ cm$^{-3}$, equal to the slice's mean density to the three digits quoted.

Experimental noise is a more serious limit. The slice holds $8.8\times10^{12}$ carriers per cm$^2$ with mobility near 79 cm$^2$/Vs, so $\Delta M_2$ is about $5.4\times10^{16}$ cm$^2$\,(V\,s)$^{-2}$. The well alone leaves $4.8\times10^{18}$ in the same units. An error of 1 percent in either measured $M_2$, if it is not common to both, is therefore nearly as large as the difference sought.

\subsection{Effects left out of the example}

Each shift below is relative to $n_H=5.24\times10^{14}$ cm$^{-2}$, with the other assumptions held fixed.

The largest comes from the Hall factor. Let $\tau\propto\varepsilon^p$, with $p=-1/2$ for acoustic phonons and $p=3/2$ for ionized impurities with an energy-independent screening factor. Quadrature of \eqref{eq:eav} with Fermi statistics at each depth, multiplied by $r_m$, gives factors of 1.03 and 1.68 in the well. The Hall density shifts by $+3$ and $-29$ percent, respectively. The second shift is large because the well supplies half of $M_2$. These are two idealized scattering laws, not bounds on the real factor: an energy-independent $\tau$ leaves $r=r_m$ at every depth and shifts the Hall density by $+15$ percent.

The junction depletes part of the well. Take $10^{15}$ acceptors per cm$^3$ in the substrate, an intrinsic density of $10^{10}$ cm$^{-3}$ and a relative permittivity of 11.7. The built-in voltage is $(k_BT/q)\ln(10^{17}\times10^{15}/10^{20})=0.71$ V, and the abrupt-junction depletion formula gives 9.6 nm on the well side. Multiplied by the well density, this gives an estimated loss of $9.6\times10^{10}$ carriers per cm$^2$. It is only an estimate, because the width is less than the Debye length of the well, about 13 nm, and the depletion edge is not sharp. Equation \eqref{eq:add} gives
\begin{equation}
\frac{\delta n_H}{n_H}=-\frac{730\times9.6\times10^{10}}{6.964\times10^{16}}
\left(2-\frac{730}{133}\right)=+0.0035 . \label{eq:dep}
\end{equation}
In this estimate the loss of fast carriers raises the reading, but the sign is not secure. The Poisson equation with mobile carriers retained gives a deficit of $1.3\times10^{11}$ electrons per cm$^2$ in the well, and $4.3\times10^{10}$ electrons per cm$^2$ spill into the substrate. The shift is $+0.3$ percent if the spilled electrons keep the well mobility. It is $-0.2$ percent if they have the 1350 cm$^2$/Vs that \eqref{eq:mu} gives at $10^{15}$ cm$^{-3}$. Either way the effect is a few tenths of a percent.

For a donor level 0.045 eV below the band, the two-fold spin degeneracy and the conduction-band density of states from the masses above, mass action leaves 96 percent of the well donors ionized. Applied below 100 nm, this raises $n_H$ by 1.3 percent. Electrons also spill from the implant into the well. A finite-difference solution of the Poisson equation with Fermi statistics, keeping the mobility of each depth fixed, lowers $n_H$ by 1.0 percent. If clustered donors scattered like ionized ones, so that $C$ replaced $n$ in \eqref{eq:mu}, $n_H$ would fall by 3.6 percent. A field of 0.5 T raises it by 0.05 percent.

For contacts at the top surface, a finite-volume solution of the cross-section gives an edge offset equivalent to a width reduction of roughly 0.5 $\mu$m. Its sign agrees with the local condition at an insulating edge: there $J_y=0$ requires $|E_y|=\mu B|E_x|$, and $\mu$ at the surface is below $\mu_H$. For a sample 5 mm wide the relative error in the Hall voltage is about $10^{-4}$.

\subsection{The model beside a real implant}

A peak of $10^{21}$ cm$^{-3}$ represents a heavy arsenic implant, and an active density of a few $10^{20}$ cm$^{-3}$ is a reasonable rough scale after annealing. Real clusters may have several sizes and may involve vacancies, so \eqref{eq:cluster} is a model of saturation rather than a measured reaction law. The unit Hall factor is the assumption whose failure moves the example most among the effects sized here, by up to 29 percent for the two scattering laws used. The mobility law matters as well. By \eqref{eq:mob}, a well mobility 10 percent higher, with all else fixed, lowers $n_H$ by about 8 percent. Junction leakage was not sized, and it can add substrate carriers of the opposite sign, for which the bound $n_H\le N$ no longer holds.

An implant into material of the opposite type avoids the parallel well, provided that the junction blocks current and the contacts do not short it. In the present model with $r=1$, leaving out the well below 100 nm reduces the shortfall from 45 to 5 percent. The Hall factor then matters as much or more: for the top 100 nm alone, $n_H/N$ is 1.04 with the phonon law and 0.85 with the impurity law. Where a well of the same type is needed, the moments of its part below the implant can be measured on an unimplanted companion sample etched down to that depth, and subtracted from $M_1$ and $M_2$, provided that the implant and its anneal leave this part unchanged. Depletion below the etched surface must also be small or corrected for. In the present model, a surface band bending of 0.5 V would deplete about 80 nm of the well and lower the Hall density recovered for the top 100 nm by about 7 percent. Without the etch too much would be subtracted, because the companion also conducts at the well mobility in the depths that the implant occupies. The ratio must be formed after the subtraction, because the moments add and the Hall densities do not.
